# Spin Excess per Atom from Electrochemical Potential Splitting in Copper: test program

```python
"""Spin excess in copper for a small splitting of electrochemical potential.

Result under test (free electrons, one per atom, neutral metal):
    s = N_up - N_down per atom = g * dmu / 2 = 3 * dmu / (4 * E_F)
dmu : mu_up - mu_down, the full splitting
g   : density of states at the Fermi energy E_F, both spins, per atom
p   : polarization (N_up - N_down)/(N_up + N_down), equal to s here
Also tested: nonlinearity, temperature, equivalent magnetic field,
spin injection by a current, and the exchange enhancement.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit
from pyscf.dft import libxc

hbar, mass, charge = const.hbar, const.m_e, const.e
bohr_magneton = const.physical_constants["Bohr magneton"][0]
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]

# Inputs: rough typical values for copper
lattice = 0.361e-9          # m
splitting = 0.2e-3          # eV
temperature = 300.0         # K
resistivity = 20e-9         # ohm m
diffusion_length = 500e-9   # m
mass_ratio = 1.4            # density-of-states mass / free mass

# Derived formulas
density = 4 / lattice**3
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
fermi = (hbar * k_fermi) ** 2 / (2 * mass) / charge             # eV
dos_volume = mass * k_fermi / (np.pi * hbar) ** 2               # 1/(J m^3)
dos_atom = dos_volume * charge / density                        # 1/(eV atom)
excess = 0.5 * dos_atom * splitting

# Test: fill plane-wave levels of a periodic box of 100^3 cubic cells
cells = 100
box = cells * lattice
index_sq = np.arange(-84, 85, dtype=np.int32) ** 2
levels = (index_sq[:, None, None] + index_sq[None, :, None]
          + index_sq[None, None, :]).ravel()
level_unit = (2 * np.pi * hbar / box) ** 2 / (2 * mass) / charge
atoms = 4 * cells**3
pairs = atoms // 2
fermi_box = np.partition(levels, pairs - 1)[pairs - 1] * level_unit
assert abs(fermi_box / fermi - 1) < 1e-3   # finite-box shell effects
wide = 0.1 * fermi
count_up = np.count_nonzero(levels * level_unit <= fermi + wide / 2)
count_down = np.count_nonzero(levels * level_unit <= fermi - wide / 2)
excess_box = (count_up - count_down) / atoms
excess_wide = 0.5 * dos_atom * wide
assert abs(excess_box / excess_wide - 1) < 5e-3   # shell effects
del levels


# Test: neutral metal without linearization, and its first correction
def splitting_of(p):
    return fermi * ((1 + p) ** (2 / 3) - (1 - p) ** (2 / 3))


excess_full = brentq(lambda p: splitting_of(p) - splitting, 0, 0.1,
                     xtol=1e-16, rtol=1e-14)
assert abs(excess_full / excess - 1) < 1e-8
p_large = 0.1
bend = splitting_of(p_large) / (4 / 3 * fermi * p_large) - 1
assert abs(bend / (2 * p_large**2 / 27) - 1) < 0.02
nonlinearity = 2 * excess**2 / 27


# Test: a Zeeman splitting of the same size gives the same polarization
def energy_in_field(p):
    kinetic = 0.3 * fermi * ((1 + p) ** (5 / 3) + (1 - p) ** (5 / 3))
    return kinetic - 0.5 * wide * p


p_field = minimize_scalar(energy_in_field, bounds=(0, 0.5), method="bounded",
                          options={"xatol": 1e-10}).x
assert abs(p_field / excess_wide - 1) < 1e-3   # cubic term at this size
field = splitting * charge / (2 * bohr_magneton)
magnetization = bohr_magneton * density * excess

# Test: Fermi-Dirac occupation at the temperature of use
thermal = const.k * temperature / charge
nodes, weights = np.polynomial.legendre.leggauss(400)
reach = 40.0


def electrons_per_spin(mu):
    energy = mu + thermal * reach * nodes
    window = np.sum(weights * 1.5 * np.sqrt(energy) * expit(-reach * nodes))
    full = (mu - reach * thermal) ** 1.5
    return 0.5 * (full + window * reach * thermal) / fermi**1.5


def charge_error(mu_mean):
    return (electrons_per_spin(mu_mean + splitting / 2)
            + electrons_per_spin(mu_mean - splitting / 2) - 1)


mu_mean = brentq(charge_error, 0.95 * fermi, 1.05 * fermi, xtol=1e-13)
excess_warm = (electrons_per_spin(mu_mean + splitting / 2)
               - electrons_per_spin(mu_mean - splitting / 2))
thermal_drop = 1 - excess_warm / excess
thermal_formula = np.pi**2 / 12 * (thermal / fermi) ** 2
assert abs(thermal_drop / thermal_formula - 1) < 0.01

# Test: steady spin diffusion from an injected spin current
conductivity = 1 / resistivity
diffusivity = conductivity / (charge**2 * dos_volume)
flip_time = diffusion_length**2 / diffusivity
spin_current = conductivity * splitting / (2 * diffusion_length)  # A/m^2
number = 6000
step = 12 * diffusion_length / number
bands = np.zeros((3, number))
bands[0, 1:] = -1.0
bands[2, :-1] = -1.0
bands[1] = 2.0 + step**2 / (diffusivity * flip_time)
bands[1, 0] -= 1.0
bands[1, -1] -= 1.0
source = np.zeros(number)
source[0] = spin_current / charge * step / diffusivity
profile = solve_banded((1, 1), bands, source)
excess_entrance = (profile[0] + source[0] / 2) / density
assert abs(excess_entrance / excess - 1) < 1e-3


# Test: exchange and correlation of the uniform gas at this density
def reduction_ratio(functional):
    n_atomic = density * bohr**3
    p, h = 0.02, 0.01
    pol = np.array([p - h, p + h])
    rho = (n_atomic * (1 + pol) / 2, n_atomic * (1 - pol) / 2)
    exc = np.asarray(libxc.eval_xc(functional, rho, spin=1, deriv=1)[0])
    xc_splitting = 2 * (exc[1] - exc[0]) / (2 * h) * hartree_eV
    return -xc_splitting / splitting_of(p)


ratio_x = reduction_ratio("LDA,")
ratio_xc = reduction_ratio("LDA,VWN")
assert abs(ratio_x * np.pi * k_fermi * bohr - 1) < 2e-3
assert 0 < ratio_xc < ratio_x < 1
excess_mass = mass_ratio * excess
excess_xc = excess / (1 - ratio_xc)
assert mass_ratio * ratio_xc < 1
excess_both = mass_ratio * excess / (1 - mass_ratio * ratio_xc)

print(f"lattice constant (rough input): {lattice*1e9:.3f} nm")
print(f"splitting of electrochemical potential: {splitting*1e3:.2f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"resistivity (rough input): {resistivity*1e9:.0f} nohm m")
print(f"spin diffusion length (rough): {diffusion_length*1e9:.0f} nm")
print(f"mass ratio (rough input): {mass_ratio:.1f}")
print(f"electron density: {density*1e-27:.2f} per nm^3")
print(f"Fermi wavenumber: {k_fermi*1e-9:.2f} per nm")
print(f"Fermi energy: {fermi:.3f} eV")
print(f"density of states, both spins: {dos_atom:.4f} per eV per atom")
print(f"density of states, one spin: {dos_atom/2:.4f} per eV per atom")
print(f"excess spins N_up - N_down: {excess:.3e} per atom")
print(f"electrons moved between channels: {excess/2:.3e} per atom")
print(f"atoms per excess spin: {1/excess:.0f}")
print(f"excess if each channel shifts 0.2 meV: {2*excess:.3e} per atom")
print(f"box test, side: {box*1e9:.1f} nm")
print(f"box test, atoms: {atoms}")
print(f"box test, Fermi energy by filling: {fermi_box:.3f} eV")
print(f"box test, splitting: {wide:.3f} eV")
print(f"box test, excess counted: {excess_box:.5f} per atom")
print(f"box test, excess from formula: {excess_wide:.5f} per atom")
print(f"field test, polarization at same splitting: {p_field:.5f}")
print(f"relative nonlinear correction: {nonlinearity:.1e}")
print(f"thermal energy kT: {thermal*1e3:.2f} meV")
print(f"excess at this temperature: {excess_warm:.3e} per atom")
print(f"relative thermal reduction, integrated: {thermal_drop:.3e}")
print(f"relative thermal reduction, formula: {thermal_formula:.3e}")
print(f"equivalent magnetic field: {field:.2f} T")
print(f"magnetization: {magnetization:.1f} A/m")
print(f"mu0 times magnetization: {const.mu_0*magnetization*1e6:.1f} uT")
print(f"diffusion constant: {diffusivity*1e4:.0f} cm^2/s")
print(f"spin relaxation time: {flip_time*1e12:.1f} ps")
print(f"spin current density needed: {spin_current*1e-4:.2e} A/cm^2")
print(f"diffusion test, entrance excess: {excess_entrance:.3e} per atom")
print(f"K, exchange only: {ratio_x:.3f}")
print(f"K, exchange and correlation: {ratio_xc:.3f}")
print(f"enhancement, exchange only: {1/(1-ratio_x):.2f}")
print(f"enhancement, exchange and correlation: {1/(1-ratio_xc):.2f}")
print(f"excess with mass ratio alone: {excess_mass:.1e} per atom")
print(f"excess with exchange-correlation alone: {excess_xc:.1e} per atom")
print(f"excess with both, rough: {excess_both:.1e} per atom")
print("every check passed")
```

Output:

```
lattice constant (rough input): 0.361 nm
splitting of electrochemical potential: 0.20 meV
temperature: 300 K
resistivity (rough input): 20 nohm m
spin diffusion length (rough): 500 nm
mass ratio (rough input): 1.4
electron density: 85.02 per nm^3
Fermi wavenumber: 13.60 per nm
Fermi energy: 7.051 eV
density of states, both spins: 0.2127 per eV per atom
density of states, one spin: 0.1064 per eV per atom
excess spins N_up - N_down: 2.127e-05 per atom
electrons moved between channels: 1.064e-05 per atom
atoms per excess spin: 47004
excess if each channel shifts 0.2 meV: 4.255e-05 per atom
box test, side: 36.1 nm
box test, atoms: 4000000
box test, Fermi energy by filling: 7.051 eV
box test, splitting: 0.705 eV
box test, excess counted: 0.07507 per atom
box test, excess from formula: 0.07500 per atom
field test, polarization at same splitting: 0.07497
relative nonlinear correction: 3.4e-11
thermal energy kT: 25.85 meV
excess at this temperature: 2.127e-05 per atom
relative thermal reduction, integrated: 1.106e-05
relative thermal reduction, formula: 1.106e-05
equivalent magnetic field: 1.73 T
magnetization: 16.8 A/m
mu0 times magnetization: 21.1 uT
diffusion constant: 173 cm^2/s
spin relaxation time: 14.5 ps
spin current density needed: 1.00e+06 A/cm^2
diffusion test, entrance excess: 2.127e-05 per atom
K, exchange only: 0.442
K, exchange and correlation: 0.290
enhancement, exchange only: 1.79
enhancement, exchange and correlation: 1.41
excess with mass ratio alone: 3.0e-05 per atom
excess with exchange-correlation alone: 3.0e-05 per atom
excess with both, rough: 5.0e-05 per atom
every check passed
```
